# Impurity Green functions by Lanczos: moments, off-diagonal elements and degenerate ground states: test program

```python
"""Lanczos continued fraction for an impurity Green function at zero temperature.

Result under test: n Lanczos steps from a vector v reproduce the moments
<v|K^k|v>, k = 0..2n-1, and miss the next one by |v|^2 b_1^2...b_n^2.
K = H - E0; a_j, b_j are the diagonal and off-diagonal Lanczos coefficients.
G_pq is the equal-weight average over the ground space of
<d_p (z-K)^-1 d_q^+> + <d_q^+ (z+K)^-1 d_p>.
Off-diagonal elements come from a polarization identity or a block projection.
Model: impurity orbitals a, b and two bath levels, with spin. Energies in eV.
"""
import numpy as np

rng = np.random.default_rng(7)
N_ORB = 4
N_MODES = 2 * N_ORB
A_UP, B_UP, A_DN, B_DN = 0, 1, N_ORB, N_ORB + 1
U, U_INTER = 4.0, 2.0


def fermion_operators():
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    operators = []
    for mode in range(N_MODES):
        op = np.eye(1)
        for site in range(N_MODES):
            factor = parity if site < mode else lower if site == mode else np.eye(2)
            op = np.kron(op, factor)
        operators.append(op)
    return operators


c = fermion_operators()
cdag = [op.T.copy() for op in c]
number = [cdag[m] @ c[m] for m in range(N_MODES)]
n_up = np.rint(sum(np.diag(number[m]) for m in range(N_ORB))).astype(int)
n_dn = np.rint(sum(np.diag(number[m]) for m in range(N_ORB, N_MODES))).astype(int)
DIM = len(n_up)


def hamiltonian(h):
    H = np.zeros((DIM, DIM), complex)
    for shift in (0, N_ORB):
        for i in range(N_ORB):
            for j in range(N_ORB):
                if h[i, j] != 0:
                    H += h[i, j] * cdag[i + shift] @ c[j + shift]
    H += U * (number[A_UP] @ number[A_DN] + number[B_UP] @ number[B_DN])
    H += U_INTER * (number[A_UP] + number[A_DN]) @ (number[B_UP] + number[B_DN])
    return H


def lanczos(K, start, max_steps=150, locked=()):
    """Return |start|^2, a, b, next coupling and the basis (as rows)."""
    norm = np.linalg.norm(start)
    if norm < 1e-12:
        return 0.0, [0.0], [], 0.0, np.zeros((1, DIM), complex)
    V, a, b = [start / norm], [], []
    while True:
        w = K @ V[-1]
        a.append(np.vdot(V[-1], w).real)
        basis = np.array(list(locked) + V)
        for _ in range(2):
            w = w - (basis.conj() @ w) @ basis
        coupling = np.linalg.norm(w)
        if len(a) == max_steps or coupling < 1e-10:
            return norm**2, a, b, coupling, np.array(V)
        b.append(coupling)
        V.append(w / coupling)


def tridiagonal(a, b):
    return np.diag(a) + np.diag(b, 1) + np.diag(b, -1)


def ground_space(H):
    """Search all spin sectors; restart orthogonally to the states found."""
    found = []
    for up in range(N_ORB + 1):
        for dn in range(N_ORB + 1):
            mask = (n_up == up) & (n_dn == dn)
            locked, energies = [], []
            while len(locked) < mask.sum():
                x = mask * (rng.normal(size=DIM) + 1j * rng.normal(size=DIM))
                for _ in range(2):
                    for state in locked:
                        x = x - np.vdot(state, x) * state
                _, a, b, _, V = lanczos(H, x, locked=locked)
                e, y = np.linalg.eigh(tridiagonal(a, b))
                state = y[:, 0] @ V
                state = state / np.linalg.norm(state)
                locked.append(state)
                energies.append(e[0])
                found.append((e[0], state, (up, dn)))
                if e[0] > energies[0] + 1e-6:
                    break
    e0 = min(item[0] for item in found)
    kept = [item for item in found if item[0] < e0 + 1e-7]
    return e0, [item[1] for item in kept], [item[2] for item in kept]


def fraction(z, weight, a, b, sign):
    value = 0.0
    for j in reversed(range(len(a))):
        tail = b[j]**2 * value if j < len(b) else 0.0
        value = 1.0 / (z - sign * a[j] - tail)
    return weight * value


def polarized(F, u, v):
    return 0.5 * (F(u + v) - 1j * F(u + 1j * v) - (1 - 1j) * (F(u) + F(v)))


def lanczos_moment(K, x, k, n):
    weight, a, b, _, _ = lanczos(K, x, n)
    return weight * np.linalg.matrix_power(tridiagonal(a, b), k)[0, 0]


def green(K, states, p, q, z, n=150):
    def F(x, sign):
        weight, a, b, _, _ = lanczos(K, x, n)
        return fraction(z, weight, a, b, sign)
    total = 0.0
    for s in states:
        if p == q:
            total += F(cdag[p] @ s, 1) + F(c[p] @ s, -1)
        else:
            total += polarized(lambda x: F(x, 1), cdag[p] @ s, cdag[q] @ s)
            total += polarized(lambda x: F(x, -1), c[q] @ s, c[p] @ s)
    return total / len(states)


def thermal_green(E, W, p, q, z, inverse_temperature):
    boltzmann = np.exp(-inverse_temperature * (E - E[0]))
    boltzmann /= boltzmann.sum()
    dp, dq = W.conj().T @ c[p] @ W, W.conj().T @ c[q] @ W
    weights = boltzmann[:, None] + boltzmann[None, :]
    return np.sum(weights * dp * dq.conj() / (z + E[:, None] - E[None, :]))


def block_projection(K, X, n):
    Q = np.linalg.qr(X)[0]
    current = Q
    for _ in range(n - 1):
        W = K @ current
        for _ in range(2):
            W = W - Q @ (Q.conj().T @ W)
        current = np.linalg.qr(W)[0]
        Q = np.hstack([Q, current])
    return Q.conj().T @ X, Q.conj().T @ K @ Q


def close(x, y, tolerance=1e-8):
    return abs(x - y) <= tolerance * max(1.0, abs(x), abs(y))


# Model A: complex hybridization, spin doublet
V_HYB, PHASE = 0.5, np.pi / 2
hA = np.diag([-2.0, -1.0, -2.0, 2.0]).astype(complex)
for i, j, value in ((0, 2, V_HYB), (1, 2, V_HYB), (0, 3, V_HYB),
                    (1, 3, V_HYB * np.exp(1j * PHASE))):
    hA[i, j], hA[j, i] = value, np.conj(value)
HA = hamiltonian(hA)
assert np.allclose(HA, HA.conj().T)
e0, doublet, sectors = ground_space(HA)
E, W = np.linalg.eigh(HA)
assert close(e0, E[0]) and np.sum(E < E[0] + 1e-7) == len(doublet) == 2
assert sectors == [(1, 2), (2, 1)]
gapA = E[2] - E[0]
assert gapA > 0.3
K = HA - e0 * np.eye(DIM)
print(f"A: levels a,b,bath1,bath2 = {np.diag(hA).real} eV")
print(f"A: U = {U}, U' = {U_INTER}, V = {V_HYB} eV; phase = {PHASE:.4f} rad")
print(f"A: E0 = {e0:.6f} eV, degeneracy {len(doublet)}, gap {gapA:.6f} eV")
print(f"A: ground sectors (N_up,N_dn) = {sectors}")

# Moments and the first defect
psi = doublet[0]
for start in (cdag[A_UP] @ psi, c[A_UP] @ psi, cdag[B_UP] @ psi):
    for n in range(1, 5):
        weight, a, b, nxt, _ = lanczos(K, start, n)
        assert len(a) == n and nxt > 1e-6
        x = start.astype(complex)
        for k in range(2 * n + 1):
            exact = np.vdot(start, x).real
            approx = lanczos_moment(K, start, k, n)
            if k < 2 * n:
                assert close(exact, approx, 1e-10)
            x = K @ x
        defect = weight * np.prod(np.array(b + [nxt])**2)
        assert defect > 1e-6 and abs(exact - approx - defect) < 1e-10 * exact + 1e-9

n = 3
start = cdag[A_UP] @ psi
weight, a, b, nxt, V = lanczos(K, start, n)
print(f"A: start d+_a,up on sector {sectors[0]}: |v|^2 = {weight:.6f}")
print("A: a_0..a_2 =", " ".join(f"{x:.6f}" for x in a), "eV")
print("A: b_1..b_3 =", " ".join(f"{x:.6f}" for x in b + [nxt]), "eV")
for k in range(2 * n + 1):
    exact = np.vdot(start, np.linalg.matrix_power(K, k) @ start).real
    approx = lanczos_moment(K, start, k, n)
    print(f"A: moment k={k}: exact {exact:.6f}, n=3 {approx:.6f} eV^{k}")
print(f"A: |v|^2 b1^2 b2^2 b3^2 = {weight*np.prod(np.array(b+[nxt])**2):.6f} eV^6")
z = 0.5 + 0.2j
T3 = tridiagonal(a, b)
assert close(fraction(z, weight, a, b, 1),
             weight * np.linalg.inv(z * np.eye(n) - T3)[0, 0], 1e-12)

# Off-diagonal moments by three routes
u, v = cdag[A_UP] @ psi, cdag[B_UP] @ psi
B, TB = block_projection(K, np.column_stack([u, v]), n)
_, av, bv, _, Vv = lanczos(K, v, n)
single_error = []
for k in range(2 * n):
    power = np.linalg.matrix_power(K, k)
    exact = np.vdot(u, power @ v)
    assert close(exact, polarized(lambda x: lanczos_moment(K, x, k, n), u, v))
    block = B.conj().T @ np.linalg.matrix_power(TB, k) @ B
    X = np.column_stack([u, v])
    assert np.allclose(block, X.conj().T @ power @ X, rtol=1e-8, atol=1e-8)
    column = np.linalg.matrix_power(tridiagonal(av, bv), k)[:, 0]
    single = np.linalg.norm(v) * (Vv @ u.conj()) @ column
    single_error.append(abs(exact - single))
assert max(single_error[:n]) < 1e-9 and single_error[n] > 1e-6
print(f"A: one-run off-diagonal moment error, n=3: k=2 {single_error[2]:.1e} eV^2,"
      f" k=3 {single_error[3]:.6f} eV^3")

# Positivity of the truncated particle spectral matrix
n, eta = 2, 1e-3
_, ap, bp, _, _ = lanczos(K, u + v, n)
B, TB = block_projection(K, np.column_stack([u, v]), n)
lowest_polar, lowest_block = [], []
for omega in np.linalg.eigvalsh(tridiagonal(ap, bp)):
    zp = omega + 1j * eta

    def F(x):
        w_, a_, b_, _, _ = lanczos(K, x, n)
        return fraction(zp, w_, a_, b_, 1)
    polar = np.array([[F(u), polarized(F, u, v)], [polarized(F, v, u), F(v)]])
    block = B.conj().T @ np.linalg.solve(zp * np.eye(len(TB)) - TB, B)
    for G, result in ((polar, lowest_polar), (block, lowest_block)):
        A = 1j * (G - G.conj().T) / (2 * np.pi)
        result.append(np.linalg.eigvalsh(A)[0])
assert min(lowest_polar) < -1e-3 and min(lowest_block) > -1e-10
print(f"A: lowest spectral eigenvalue, n=2, eta={eta} eV: polarization "
      f"{min(lowest_polar):.4f}, block {min(lowest_block):.3e} 1/eV")

# First moments from expectation values, reached with one step


def average(op):
    return np.mean([np.vdot(s, op @ s) for s in doublet])


def total_moment(p, q, k, n):
    F = lambda x: lanczos_moment(K, x, k, n)
    return np.mean([polarized(F, cdag[p] @ s, cdag[q] @ s)
                    + (-1)**k * polarized(F, c[q] @ s, c[p] @ s) for s in doublet])


na_dn = average(number[A_DN]).real
nb = average(number[B_UP] + number[B_DN]).real
rho = average(cdag[B_UP] @ c[A_UP])
m1aa, m1ab = total_moment(A_UP, A_UP, 1, 1), total_moment(A_UP, B_UP, 1, 1)
assert close(total_moment(A_UP, A_UP, 0, 1), 1) and abs(total_moment(A_UP, B_UP, 0, 1)) < 1e-9
assert close(m1aa, hA[0, 0] + U * na_dn + U_INTER * nb)
assert close(m1ab, hA[0, 1] - U_INTER * rho) and abs(m1ab) > 1e-4
print(f"A: <n_a,dn> = {na_dn:.6f}, <n_b> = {nb:.6f}, <d+_b d_a> = {rho:.6f}")
print(f"A: first moments M1_aa = {m1aa.real:.6f}, M1_ab = {m1ab:.6f} eV")

# Complete runs against the thermal Lehmann sum
INV_T = 100.0
exact = {}
for name, p, q in (("aa", A_UP, A_UP), ("ab", A_UP, B_UP), ("ba", B_UP, A_UP)):
    exact[name] = thermal_green(E, W, p, q, z, INV_T)
    assert close(green(K, doublet, p, q, z), exact[name])
    print(f"A: G_{name}(z={z} eV) = {exact[name]:.6f} 1/eV")
assert abs(exact["ab"] - exact["ba"]) > 1e-4
for n in (1, 2, 4, 8, 12):
    error_aa = abs(green(K, doublet, A_UP, A_UP, z, n) - exact["aa"])
    error_ab = abs(green(K, doublet, A_UP, B_UP, z, n) - exact["ab"])
    print(f"A: n={n}: |error| G_aa {error_aa:.2e}, G_ab {error_ab:.2e} 1/eV")

# Leading high-frequency error
n, zh = 2, 300j
difference, defect = 0.0, 0.0
for s in doublet:
    for x, sign in ((cdag[A_UP] @ s, 1), (c[A_UP] @ s, -1)):
        w_, a_, b_, next_, _ = lanczos(K, x, n)
        direct = np.vdot(x, np.linalg.solve(zh * np.eye(DIM) - sign * K, x))
        difference += (direct - fraction(zh, w_, a_, b_, sign)) / len(doublet)
        defect += w_ * np.prod(np.array(b_ + [next_])**2) / len(doublet)
measured = (difference * zh**(2 * n + 1)).real
assert abs(measured / defect - 1) < 0.03
print(f"A: n=2 tail z^5(G-G2) at z=300i eV: {measured:.5f}, D = {defect:.5f} eV^4")

# Spin bias of one member
g_members = [green(K, [s], A_UP, A_UP, z) for s in doublet]
g_down = green(K, doublet, A_DN, A_DN, z)
assert abs(g_members[0] - g_members[1]) > 1e-3 and close(g_down, exact["aa"])
mixed = (doublet[0] + doublet[1]) / np.sqrt(2)
flip = green(K, [mixed], A_UP, A_DN, z)
flip_average = green(K, doublet, A_UP, A_DN, z)
assert close(green(K, [mixed], A_UP, A_UP, z), exact["aa"])
assert abs(flip) > 1e-3 and abs(flip_average) < 1e-8
for sector, value in zip(sectors, g_members):
    print(f"A: G_aa,up from member {sector} alone = {value:.6f} 1/eV")
print(f"A: |G_a,up;a,dn|: superposition {abs(flip):.6f}, average {abs(flip_average):.1e} 1/eV")

# Model B: orbital degeneracy inside one spin sector
hB = np.diag([-1.0, -1.0, -2.0, -2.0])
hB[0, 2] = hB[2, 0] = hB[1, 3] = hB[3, 1] = V_HYB
HB = hamiltonian(hB)
e0B, quartet, sectorsB = ground_space(HB)
EB, WB = np.linalg.eigh(HB)
assert close(e0B, EB[0]) and np.sum(EB < EB[0] + 1e-7) == len(quartet) == 4
assert EB[4] - EB[0] > 0.3
assert sectorsB == [(2, 3), (2, 3), (3, 2), (3, 2)]
S = np.array(quartet)
assert np.allclose(S.conj() @ S.T, np.eye(4), atol=1e-8)
assert np.allclose(S.T @ S.conj(), WB[:, :4] @ WB[:, :4].conj().T, atol=1e-7)
mask = (n_up == sectorsB[0][0]) & (n_dn == sectorsB[0][1])
x = mask * (rng.normal(size=DIM) + 1j * rng.normal(size=DIM))
singular = np.linalg.svd(WB[:, :4].conj().T @ lanczos(HB, x, 8)[4].T, compute_uv=False)
assert singular[0] > 1e-3 and singular[1] < 1e-7 * singular[0]
KB = HB - e0B * np.eye(DIM)
print(f"B: levels a,b,bath1,bath2 = {np.diag(hB)} eV, V = {V_HYB} eV")
print(f"B: E0 = {e0B:.6f} eV, degeneracy {len(quartet)}, gap {EB[4]-EB[0]:.6f} eV")
print(f"B: ground sectors = {sectorsB}")
print(f"B: ground-space singular values of one Krylov space: "
      f"{singular[0]:.4f}, {singular[1]:.1e}")

# Each impurity-bath pair conserves its electron number for each spin
for pair in ((0, 2), (1, 3)):
    for shift in (0, N_ORB):
        pair_number = number[pair[0] + shift] + number[pair[1] + shift]
        assert np.allclose(HB @ pair_number, pair_number @ HB, atol=1e-12)

# The first member has an unpaired spin-down electron
rotation = np.linalg.qr(rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4)))[0]
rotated = list(rotation @ S)
for name, p, q in (("aa,up", A_UP, A_UP), ("bb,up", B_UP, B_UP),
                   ("ab,up", A_UP, B_UP), ("ab,dn", A_DN, B_DN)):
    one = green(KB, quartet[:1], p, q, z)
    mean = green(KB, quartet, p, q, z)
    assert close(mean, thermal_green(EB, WB, p, q, z, INV_T))
    assert close(mean, green(KB, rotated, p, q, z))
    if p == q:
        print(f"B: G_{name}: one member {one:.6f}, average {mean:.6f} 1/eV")
        continue
    print(f"B: |G_{name}|: one member {abs(one):.6g}, average {abs(mean):.1e} 1/eV")
    assert abs(mean) < 1e-8
    if name == "ab,up":
        assert abs(one) < 1e-8
    else:
        assert abs(one) > 1e-3

print("done: every assertion held")
```

Output:

```
A: levels a,b,bath1,bath2 = [-2. -1. -2.  2.] eV
A: U = 4.0, U' = 2.0, V = 0.5 eV; phase = 1.5708 rad
A: E0 = -6.300095 eV, degeneracy 2, gap 0.779046 eV
A: ground sectors (N_up,N_dn) = [(1, 2), (2, 1)]
A: start d+_a,up on sector (1, 2): |v|^2 = 0.984316
A: a_0..a_2 = 2.075961 3.471339 5.983099 eV
A: b_1..b_3 = 0.881584 2.536420 2.204908 eV
A: moment k=0: exact 0.984316, n=3 0.984316 eV^0
A: moment k=1: exact 2.043402, n=3 2.043402 eV^1
A: moment k=2: exact 5.007024, n=3 5.007024 eV^2
A: moment k=3: exact 14.638079, n=3 14.638079 eV^3
A: moment k=4: exact 53.932360, n=3 53.932360 eV^4
A: moment k=5: exact 261.815979, n=3 261.815979 eV^5
A: moment k=6: exact 1620.555904, n=3 1596.629077 eV^6
A: |v|^2 b1^2 b2^2 b3^2 = 23.926828 eV^6
A: one-run off-diagonal moment error, n=3: k=2 1.7e-16 eV^2, k=3 1.655613 eV^3
A: lowest spectral eigenvalue, n=2, eta=0.001 eV: polarization -265.5371, block 3.544e-05 1/eV
A: <n_a,dn> = 0.492541, <n_b> = 0.065528, <d+_b d_a> = -0.028669-0.031660j
A: first moments M1_aa = 0.101222, M1_ab = 0.057337+0.063320j eV
A: G_aa(z=(0.5+0.2j) eV) = -0.224087-0.174805j 1/eV
A: G_ab(z=(0.5+0.2j) eV) = -0.108526-0.004760j 1/eV
A: G_ba(z=(0.5+0.2j) eV) = 0.021301+0.032808j 1/eV
A: n=1: |error| G_aa 1.57e-01, G_ab 2.23e-01 1/eV
A: n=2: |error| G_aa 1.08e-01, G_ab 1.53e-01 1/eV
A: n=4: |error| G_aa 4.66e-02, G_ab 1.62e-02 1/eV
A: n=8: |error| G_aa 3.25e-04, G_ab 6.89e-04 1/eV
A: n=12: |error| G_aa 4.16e-05, G_ab 3.89e-05 1/eV
A: n=2 tail z^5(G-G2) at z=300i eV: 2.74832, D = 2.75402 eV^4
A: G_aa,up from member (1, 2) alone = -0.841455-0.288630j 1/eV
A: G_aa,up from member (2, 1) alone = 0.393281-0.060981j 1/eV
A: |G_a,up;a,dn|: superposition 0.627773, average 5.2e-16 1/eV
B: levels a,b,bath1,bath2 = [-1. -1. -2. -2.] eV, V = 0.5 eV
B: E0 = -9.209436 eV, degeneracy 4, gap 0.501890 eV
B: ground sectors = [(2, 3), (2, 3), (3, 2), (3, 2)]
B: ground-space singular values of one Krylov space: 1.0000, 2.1e-12
B: G_aa,up: one member -0.782948-0.195192j, average -0.567362-0.263850j 1/eV
B: G_bb,up: one member -0.960080-0.266783j, average -0.567362-0.263850j 1/eV
B: |G_ab,up|: one member 7.40884e-16, average 6.4e-16 1/eV
B: |G_ab,dn|: one member 1.09787, average 1.9e-16 1/eV
done: every assertion held
```
